# Arctangent Polarization Switching from a Lorentzian Distribution of Logarithmic Times

## Definitions and conventions

A ferroelectric sample is divided into small regions labelled $i$, with volume $v_i$ and polarization $P_i(t)$ along the axis of the applied field. The sample polarization is the volume average

$$P(t)=\frac{1}{V}\sum_i v_iP_i(t),\qquad V=\sum_i v_i .$$

The algebra is in atomic units, so that the elementary charge is 1. Numerical energies are in eV, polarizations in e/Å$^2$ and times in seconds. Logarithms of times refer to a fixed time unit, which cancels because times enter the results only through ratios.

The local switching time of a region is $t_0$, and $s=\ln t_0$. The volume fraction of regions with logarithmic time between $s$ and $s+ds$ is $F(s)\,ds$. The Lorentzian density is

$$F(s)=\frac{1}{\pi}\,\frac{W}{(s-s_1)^2+W^2},\qquad s_1=\ln t_1,\quad W>0 .$$

$W$ is the half-width at half-maximum. With decimal logarithms the half-width is $w=W/\ln 10$. Two abbreviations are used throughout:

$$y=\ln\frac{t}{t_1},\qquad C(y)=\frac12+\frac1\pi\arctan\frac{y}{W}.$$

**Assumptions.**

- (A1) Every region has $P_i=-P_s$ before $t=0$, and $+P_s$ after it has switched, with the same $P_s>0$.
- (A2) For $t>0$ the applied field is constant and favours $+P_s$. No region switches back.
- (A3) The local response is a step: a region reverses completely at $t=t_0$.
- (A4) There are enough regions for the sum over $i$ to be replaced by an integral over $F$.

## The theorem

**Theorem.** Under (A1)–(A4) with the Lorentzian $F$, the switched volume fraction $p$, the switched polarization $\Delta P=P(t)+P_s$ and the polarization are

$$p(t)=C(y),\qquad \Delta P(t)=2P_s\left[\frac12+\frac1\pi\arctan\frac{\ln(t/t_1)}{W}\right],$$

$$P(t)=\frac{2P_s}{\pi}\arctan\frac{\ln(t/t_1)}{W}.$$

**Proof.** A switched region contributes $+P_s$ and an unswitched one $-P_s$. By (A1),

$$P=P_s\,p-P_s(1-p)=-P_s+2P_s\,p,$$

so $\Delta P=2P_s\,p$. By (A2) and (A3), the regions switched at time $t$ are those with $t_0\le t$, that is, $s\le\ln t$. By (A4),

$$p(t)=\int_{-\infty}^{\ln t}F(s)\,ds .$$

Substitute $s=s_1+W\tan\varphi$. Then $ds=W\sec^2\!\varphi\,d\varphi$ and $(s-s_1)^2+W^2=W^2\sec^2\!\varphi$, so that

$$F\,ds=\frac1\pi\,\frac{W}{W^2\sec^2\varphi}\,W\sec^2\varphi\,d\varphi=\frac{d\varphi}{\pi}.$$

The lower limit is $\varphi=-\pi/2$. The upper one satisfies $W\tan\varphi=\ln t-\ln t_1=y$. Hence

$$p=\frac1\pi\left[\arctan\frac yW+\frac\pi2\right]=C(y).$$

Inserting this in $P=-P_s+2P_sp$ cancels the constant $-P_s$ against $2P_s\cdot\frac12$. $\square$

**Remark 1 (meaning of $t_1$).** At $t=t_1$ half the volume has switched and $P=0$, so $t_1$ is the median local time. It is not the mean: $\langle t_0\rangle=\int e^sF(s)\,ds$ diverges, since $e^s$ outgrows the decay $F\sim W/(\pi s^2)$.

**Remark 2 (few regions).** If $N$ regions of equal volume have independently drawn times, the number switched is binomial. The switched fraction then has standard deviation $\sqrt{p(1-p)/N}\le 1/(2\sqrt N)$. For $N=100$ this is at most 0.05, and a single small sample need not follow the smooth curve.

## Reading the curve

**Corollary 1.** The time at which a fraction $p$ has switched is

$$t_p=t_1\exp\{W\tan[\pi(p-\tfrac12)]\}.$$

The steepest rise on a logarithmic time axis is at $t_1$, with

$$\left.\frac{d\Delta P}{d\log_{10}t}\right|_{t_1}=\frac{2P_s\ln 10}{\pi W}.$$

For $y\gg W$ the unswitched fraction is $1-p\approx W/(\pi y)$.

**Proof.** Solving $p-\frac12=\frac1\pi\arctan(y/W)$ for $y$ gives the first formula. Differentiation gives

$$C'(y)=\frac1\pi\,\frac{W}{y^2+W^2},$$

which is largest at $y=0$, where it equals $1/(\pi W)$. Since $dy=\ln10\;d\log_{10}t$, the slope follows. For $y>0$, $\frac\pi2-\arctan(y/W)=\arctan(W/y)$, so $1-p=\frac1\pi\arctan(W/y)$, and $\arctan x\approx x$ for small $x$. $\square$

The quartiles are at $t_1e^{\pm W}$, because $\tan(\pm\pi/4)=\pm1$. The last part of the switching is very slow: halving a small unswitched fraction requires doubling $\ln(t/t_1)$, which means squaring $t/t_1$.

**Corollary 2 (switching current).** For the step response (A3), the current density $dP/dt$ due to switching has a local maximum in time if and only if $W<1$. It is then at $t=t_1\exp(-1+\sqrt{1-W^2})$.

**Proof.** Since $dy/dt=1/t$ and $t=t_1e^y$,

$$\frac{dP}{dt}=\frac{2P_s}{t}C'(y)=\frac{2P_sW}{\pi t_1}\,\frac{e^{-y}}{y^2+W^2}.$$

The derivative of the last factor is

$$\frac{d}{dy}\frac{e^{-y}}{y^2+W^2}=-e^{-y}\,\frac{y^2+2y+W^2}{(y^2+W^2)^2}.$$

The quadratic is $(y+1)^2+W^2-1$. For $W>1$ it is positive and the current falls steadily. For $W=1$ it touches zero at $y=-1$ without changing sign. For $W<1$ it is negative between $y_\pm=-1\pm\sqrt{1-W^2}$. There the current rises, so $y_-$ is a minimum and $y_+$ a local maximum. $\square$

For $W=0.6$ the root is $\sqrt{1-0.36}=0.8$. The minimum is at $t/t_1=e^{-1.8}=0.165$ and the maximum at $e^{-0.2}=0.819$, before the median time. A steepest point of $P$ against $\log t$ therefore does not imply a current peak at the same time, or any current peak. The criterion $W<1$ also depends on the step response. If each region instead switches at a constant rate $1/t_0$, its average current is proportional to $e^{-t/t_0}/t_0$, which only falls with time, so the total current has no peak for any $W$. As $t\to0$ the current diverges as $1/(t\ln^2t)$. The charge stays finite, but the divergence comes from the far tail of $F$, which is limited below.

## When the local response is not a step

The Kolmogorov–Avrami–Ishibashi (KAI) form describes local switching by nucleation and growth as $h=1-\exp[-(t/t_0)^n]$, with $n$ the Avrami exponent. It becomes a step as $n\to\infty$. Let $p_n(y)$ be its average over $F$.

**Lemma.** Let $E$ be a random variable with density $e^{-E}$ for $E>0$, and $v=(\ln E)/n$. Then $p_n(y)=\langle C(y-v)\rangle$, where $v$ has mean $-\gamma/n$ and variance $\pi^2/(6n^2)$. Here $\gamma\approx0.577$ is Euler's constant.

**Proof.** The probability that $E\le a$ is $1-e^{-a}$. With $x=s-s_1$ one has $t/t_0=e^{y-x}$, so

$$h=1-\exp[-e^{n(y-x)}]=\mathrm{Prob}\,(E\le e^{n(y-x)})=\mathrm{Prob}\,(x\le y-v).$$

Averaging over $x$ at fixed $v$ gives $C(y-v)$; averaging over $v$ gives the first claim. For the moments, $\langle e^{k\ln E}\rangle=\int_0^\infty E^ke^{-E}dE=\Gamma(1+k)$. The logarithm of this function generates the cumulants of $\ln E$. From the product formula for the gamma function,

$$\ln\Gamma(1+k)=-\gamma k+\sum_{m=1}^\infty\left[\frac km-\ln\!\left(1+\frac km\right)\right]=-\gamma k+\frac{k^2}{2}\sum_{m=1}^\infty\frac1{m^2}+O(k^3).$$

The coefficient of $k$ is the mean, $-\gamma$. That of $k^2/2$ is the variance, $\pi^2/6$. Division of $\ln E$ by $n$ completes the proof. $\square$

**Proposition 1.** For all $y$,

$$\left|p_n(y)-C\!\left(y+\frac\gamma n\right)\right|\le\frac{\sqrt3\,\pi}{32\,n^2W^2}.$$

**Proof.** Write $v=-\gamma/n+\delta$, with $\langle\delta\rangle=0$. Taylor's theorem gives

$$C(y-v)=C\!\left(y+\frac\gamma n\right)-\delta\,C'\!\left(y+\frac\gamma n\right)+\frac{\delta^2}2C''(\xi)$$

for some $\xi$. The linear term averages to zero, so the error is at most $\frac12\max|C''|\cdot\pi^2/(6n^2)$. Next,

$$C''(y)=-\frac{2W}{\pi}\,\frac{y}{(y^2+W^2)^2}.$$

Its magnitude is extremal when $(y^2+W^2)-4y^2=0$, that is, $y^2=W^2/3$. There $y^2+W^2=4W^2/3$, and

$$\max|C''|=\frac{2W}\pi\cdot\frac{W}{\sqrt3}\cdot\frac{9}{16W^4}=\frac{3\sqrt3}{8\pi W^2}.$$

Multiplication by $\pi^2/(12n^2)$ gives the bound. $\square$

For $nW\gg1$ the main effect of a gradual local response is thus to replace $t_1$ by $t_1e^{-\gamma/n}$; the shape remains an arctangent to this order. The shift is to shorter times because $\ln E$ has a negative mean: for a KAI region the mean logarithm of the switching time is $\ln t_0-\gamma/n$, although the steepest rise on a logarithmic time axis is at $t_0$ itself. In the opposite limit, $W\to0$ at fixed $n$, all regions share one time and the curve is the KAI law $1-\exp[-(t/t_1)^n]$, not an arctangent.

## When the tails are cut off

A Lorentzian extends to $s\to\pm\infty$, whereas physical local times have limits.

**Proposition 2.** Let $F$ be restricted to $a<\ln(t_0/t_1)<b$ and renormalized, and write $C_a=C(a)$, $C_b=C(b)$. For $a\le y\le b$ the step response gives

$$p_{\rm win}(y)=\frac{C(y)-C_a}{C_b-C_a},\qquad |p_{\rm win}-C|\le\max(C_a,\,1-C_b).$$

**Proof.** The numerator is the weight between $a$ and $y$, and the denominator the total weight kept. The difference $p_{\rm win}-C$ is linear in $C$. It equals $-C_a$ at the lower edge and $1-C_b$ at the upper edge, so its magnitude is largest at an edge. $\square$

## Lorentzian barriers or local fields

Both models below assume that a physical quantity has a Lorentzian distribution and carry it over to $s$. Neither explains why that quantity should be Lorentzian.

**Barriers.** Suppose $t_0=\tau_0\exp(U/k_BT)$, with a common $\tau_0$ and a Lorentzian density of barriers $U$ with centre $U_1$ and half-width $\Gamma$. Then $s=\ln\tau_0+U/k_BT$ is linear in $U$. A linear map keeps a Lorentzian Lorentzian and rescales its width:

$$t_1=\tau_0e^{U_1/k_BT},\qquad W=\frac{\Gamma}{k_BT}.$$

If the barrier distribution does not depend on temperature, cooling broadens the switching in logarithmic time.

**Local fields.** Suppose instead that $t_0=\tau_\infty\exp(\alpha/\mathcal E)$, with an activation field $\alpha$ and local fields $\mathcal E$ distributed as a Lorentzian of half-width $\Delta$ about $\mathcal E_1$. To first order in $\mathcal E-\mathcal E_1$,

$$s\approx\ln\tau_\infty+\frac{\alpha}{\mathcal E_1}-\frac{\alpha}{\mathcal E_1^2}(\mathcal E-\mathcal E_1),$$

so $W\approx\alpha\Delta/\mathcal E_1^2$. At fixed $\alpha$ and $\Delta$ a stronger field narrows the distribution. The linearization requires $|\mathcal E-\mathcal E_1|\ll\mathcal E_1$ and fails in the tails, but the Lorentzian shape does not depend on it. With $x=1/\mathcal E$ and $d\mathcal E=-dx/x^2$, the density of $x$ is

$$\frac1\pi\,\frac{\Delta}{(1-\mathcal E_1x)^2+\Delta^2x^2},$$

which, on completing the square, is a Lorentzian with centre $\mathcal E_1/(\mathcal E_1^2+\Delta^2)$ and half-width $\Delta/(\mathcal E_1^2+\Delta^2)$. Since $s=\ln\tau_\infty+\alpha x$ is linear in $x$, it has a Lorentzian density too, with $W=\alpha\Delta/(\mathcal E_1^2+\Delta^2)$.

The field distribution also gives some weight to $\mathcal E\le0$, where the switching law has no meaning. These fields would correspond to $s<\ln\tau_\infty$. Leaving them out of the volume and renormalizing cuts the Lorentzian off at $s=\ln\tau_\infty$, and Proposition 2 applies with $a=\ln(\tau_\infty/t_1)$ and $b\to\infty$. If such regions instead remain in the sample and never switch, there is no renormalization: the switched fraction is $C(y)-C_a$ and saturates at $1-C_a$, below 1. For $\Delta\ll\mathcal E_1$ the weight removed is small, about $\Delta/(\pi\mathcal E_1)$.

## Worked example

The barrier model is used with round parameters that belong to no particular material: $U_1=0.40$ eV, $\Gamma=0.05$ eV, $\tau_0=10^{-13}$ s, $T=300$ K and $P_s=0.020$ e/Å$^2$. With $k_BT=0.025852$ eV,

$$W=\frac{0.05}{0.025852}=1.934,\qquad t_1=10^{-13}\,e^{0.40/0.025852}\ \text{s}=5.24\times10^{-7}\ \text{s},$$

and $w=0.840$ decades. At $t=10^{-5}$ s, $y=\ln(10^{-5}/5.24\times10^{-7})=2.95$ and $y/W=1.524$. Therefore

$$p=\frac12+\frac{\arctan1.524}{\pi}=0.815,\qquad P=0.020\,(2\times0.815-1)=0.0126\ \text{e/Å}^2,$$

which is 20.2 µC/cm$^2$. The table compares $p$ with the result for barriers restricted to 0–0.80 eV; $P$ belongs to the full Lorentzian.

| $t$ (s) | $p$ | $p_{\rm win}$ | $P$ (e/Å$^2$) |
|---|---|---|---|
| $10^{-10}$ | 0.071 | 0.034 | −0.0172 |
| $10^{-8}$ | 0.145 | 0.114 | −0.0142 |
| $10^{-7}$ | 0.274 | 0.255 | −0.0090 |
| $10^{-6}$ | 0.603 | 0.611 | +0.0041 |
| $10^{-5}$ | 0.815 | 0.842 | +0.0126 |
| $10^{-3}$ | 0.920 | 0.956 | +0.0168 |

**Breadth.** The fractions 0.10 and 0.90 are reached at $1.36\times10^{-9}$ s and $2.02\times10^{-4}$ s, a ratio of about $1.5\times10^5$. For a single KAI law, $t=t_0[-\ln(1-p)]^{1/n}$, and the same ratio is $[\ln10/\ln(10/9)]^{1/n}\approx22^{1/n}$. No $n\ge1$ can imitate this spread. The steepest slope of $\Delta P$ is 0.0152 e/Å$^2$ per decade, or 38% of $2P_s$. Since $W>1$, the step-response current of the full Lorentzian falls steadily and has no peak. With barriers restricted to 0–0.80 eV, it is zero until $t=\tau_0=10^{-13}$ s, jumps up there and then falls.

**Tails.** The full Lorentzian puts a fraction 0.040 of the volume at $U<0$ and as much above 0.80 eV. By Proposition 2 the cut changes $p$ by at most 0.040 within the window. The relative change can be large: at $10^{-10}$ s the switched fraction is roughly halved. The full curve needs 26.7 decades beyond $t_1$ to reach 0.99, whereas the restricted one, for the step response, is complete after 6.7 decades. The time at which switching is complete is thus set by the cut-off; until then the restricted curve is a rescaled and shifted arctangent.

**Local response.** The KAI average was evaluated by adaptive numerical integration at integer $y$ from −15 to 15. The columns give the largest absolute difference in switched fraction from $C(y)$ and from $C(y+\gamma/n)$, and the bound of Proposition 1 on the latter.

| $n$ | from $C(y)$ | after shift | bound |
|---|---|---|---|
| 1 | 0.089 | 0.032 | 0.045 |
| 2 | 0.046 | 0.010 | 0.011 |
| 4 | 0.023 | 0.003 | 0.003 |

The case $n=1$ matters here. If $t_0$ is the mean waiting time of a thermally activated event with constant rate $1/t_0$, the probability of having switched is $1-e^{-t/t_0}$. The step then misplaces up to about 0.09 of the volume on these points, mostly through a shift of $t_1$, which a fit would absorb. About 0.03 remains after the shift, and a fit takes up part of it in the width: a least-squares arctangent fit over $|y|\le10$ with $t_1$ and $W$ free gives $W\approx2.17$ instead of 1.93, about 12% too large.

**Comparison with real capacitors.** The chosen $P_s$, 32 µC/cm$^2$, is of the usual order for perovskite ferroelectric oxides. The time $t_1$ is not typical of anything, since real switching times vary strongly with field, material and thickness. Real circuits break (A2): the field takes a finite time to build up. As a simple estimate, let it be zero until $10^{-8}$ s and constant afterwards, with all other parameters fixed. The switched fraction at $10^{-8}$ s is then 0 instead of 0.145. At $10^{-6}$ s, $y$ decreases by about 0.01. Since $C'\le1/(\pi W)=0.165$, $p$ changes by less than 0.002. Under this estimate the curve is the same arctangent evaluated at $t-10^{-8}$ s. Data taken at times comparable with the rise time cannot be compared with the early tail unless the delay is accounted for (at $2\times10^{-8}$ s the fraction is 0.145 instead of 0.170), while data a hundred times later are almost unaffected.

Numerical values quoted here were computed with a short program.
